\section*{C8 and C9 of Hydrogen Atoms from Dipole and Quadrupole Pseudostates}

\section{Problem}

Ground-state hydrogen atoms are held so far apart that their charge clouds do not overlap. Hartree atomic units are used, the nuclei are fixed, and relativity, exchange and retardation are neglected. The pair energy and the leading non-additive energy of three atoms are written
\begin{align}
E_{AB}&=-\frac{C_6}{R^6}-\frac{C_8}{R^8}-\cdots,\\
E_{ABC}&=C_9\,\frac{1+3\cos\theta_1\cos\theta_2\cos\theta_3}{(R_{12}R_{23}R_{31})^3},
\end{align}
where $\theta_1,\theta_2,\theta_3$ are the interior angles of the triangle. The polarizabilities at imaginary frequency are
\begin{equation}
\alpha_l(i\omega)=\sum_n\frac{2\omega_n|\langle 0|r^lP_l(\cos\theta)|n\rangle|^2}{\omega_n^2+\omega^2},
\end{equation}
with $\omega_n$ the excitation energies, continuum included. Write $d_n^2$ for the squared element with $l=1$ and $q_m^2$ for that with $l=2$. Using a pseudostate basis, compute $C_8$ and $C_9$.

\section{A tempting but wrong solution}

For $C_6$, both atoms make dipole transitions, and second-order perturbation theory gives
\begin{equation}
C_6=6\sum_{nm}\frac{d_n^2d_m^2}{\omega_n+\omega_m}=\frac3\pi\int_0^\infty\alpha_1^2\,d\omega .
\end{equation}
No extra factor appears for interchanging the atoms. One may then argue as follows. For $C_8$, one atom makes a dipole transition and the other a quadrupole transition. The atoms are identical, so it does not matter which is which, and this process is counted once:
\begin{equation}
C_8\overset{?}{=}15\sum_{nm}\frac{d_n^2q_m^2}{\omega_n+\omega_m}
=\frac{15}{2\pi}\int_0^\infty\alpha_1\alpha_2\,d\omega=62.20 .
\end{equation}
For three atoms, the excitation passes around the triangle: the coupling 12 excites atoms 1 and 2, the coupling 23 returns atom 2 to its ground state and excites atom 3, and the coupling 31 returns the last two. Since the atoms are identical, this ordering is also counted once, which leads to
\begin{equation}
C_9\overset{?}{=}\frac1{2\pi}\int_0^\infty\alpha_1^3\,d\omega=3.607 .
\end{equation}

\section{Where the fault lies}

Without overlap, each electron is labelled by the nucleus it belongs to. ``Atom $A$ in a $p$ state, atom $B$ in a $d$ state'' and ``$A$ in $d$, $B$ in $p$'' are therefore two orthogonal intermediate states, and perturbation theory sums over both. For unlike atoms they contribute $\alpha_1^A\alpha_2^B$ and $\alpha_2^A\alpha_1^B$. Making the atoms alike makes these terms equal; it does not remove one of them. In $C_6$ both atoms are in $p$ states, and the double sum over $n,m$ already contains every assignment.

The same holds for the triangle. There are three choices for the first coupling and two for the second, hence six orderings. The wrong values are too small by factors of 2 and 6. The derivation below establishes the remaining factors too.

\section{The pair coefficient}

Put nucleus $A$ at the origin and $B$ at $R\hat z$, with electrons displaced from their nuclei by $\mathbf a$ and $\mathbf b$. The interaction is
\begin{equation}
V=\frac1R-\frac1{|R\hat z+\mathbf b|}-\frac1{|R\hat z-\mathbf a|}+\frac1{|R\hat z+\mathbf b-\mathbf a|}.
\end{equation}
Use $1/|R\hat z+\mathbf d|=\sum_k(-1)^kS_k(\mathbf d)/R^{k+1}$ with $S_1=d_z$, $S_2=(3d_z^2-d^2)/2$ and $S_3=(5d_z^3-3d_zd^2)/2$. Terms containing only $\mathbf a$ or only $\mathbf b$ cancel. What remains begins with
\begin{align}
V&=\frac{\mathbf a\cdot\mathbf b-3a_zb_z}{R^3}+\frac{W_{12}+W_{21}}{R^4}+\cdots,\\
W_{12}&=\tfrac32\left[5a_zb_z^2-2b_z\,\mathbf a\cdot\mathbf b-a_zb^2\right],
\end{align}
and $W_{21}$ is minus the same expression with $\mathbf a$ and $\mathbf b$ interchanged.

Every term of $V$ solves Laplace's equation in $\mathbf a$ and in $\mathbf b$ separately. A term of degree $l$ in one coordinate therefore carries angular momentum $l$ and takes that atom from $1s$ to a state of the same $l$. First-order energies vanish. In second order, terms of different degrees reach different states and do not interfere; in particular the $R^{-3}$ and $R^{-5}$ terms have no cross contribution to $R^{-8}$. Third order cannot start before $R^{-9}$ by power counting. For a pair, the $R^{-9}$ and $R^{-10}$ terms have odd total degree in the coordinate of at least one atom and vanish by parity. Thus $C_8$ comes from the squares of $W_{12}$ and $W_{21}$.

To average $W_{12}^2$ over angles, write $W_{12}=\mathbf a\cdot\mathbf g$ with $\mathbf g=\frac32[(5b_z^2-b^2)\hat z-2b_z\mathbf b]$. Averaging over $\hat{\mathbf a}$ gives $a^2g^2/3$, where
\begin{align}
g^2&=\tfrac94\left[(5b_z^2-b^2)^2-4b_z^2(5b_z^2-b^2)+4b_z^2b^2\right]\nonumber\\
&=\tfrac94\left[5b_z^4-2b_z^2b^2+b^4\right].
\end{align}
With $\overline{b_z^4}=b^4/5$ and $\overline{b_z^2}=b^2/3$, the bracket averages to $\frac43b^4$, so $\overline{g^2}=3b^4$ and $\overline{W_{12}^2}=a^2b^4$. By symmetry $\overline{W_{21}^2}=a^4b^2$: these are the two assignments.

For fixed radial states, all magnetic sublevels have the same energy. Since the $1s$ angular functions are constant, completeness makes the sum of squared angular elements equal to this angular average. If $\rho_n$ and $\sigma_m$ are the radial elements of $r$ and $r^2$, then $d_n^2=\rho_n^2/3$ and $q_m^2=\sigma_m^2/5$, because $P_1^2$ and $P_2^2$ average to $1/3$ and $1/5$. Each assignment has numerator $\rho_n^2\sigma_m^2=15d_n^2q_m^2$. Hence
\begin{equation}
C_8=30\sum_{nm}\frac{d_n^2q_m^2}{\omega_n+\omega_m}.
\label{eq:c8sum}
\end{equation}
For the dipole term the average is $(1+1+4)a^2b^2/9=\frac23a^2b^2$, and $\frac23\cdot3\cdot3=6$ confirms the prefactor of $C_6$.

The frequency form follows from partial fractions:
\begin{align}
I(a,b)&\equiv\int_0^\infty\frac{d\omega}{(a^2+\omega^2)(b^2+\omega^2)}\nonumber\\
&=\frac{1}{b^2-a^2}\,\frac\pi2\left(\frac1a-\frac1b\right)=\frac{\pi}{2ab(a+b)} .
\end{align}
Multiplication by $4ab$ gives $2\pi/(a+b)$, so
\begin{equation}
C_8=\frac{15}{\pi}\int_0^\infty\alpha_1(i\omega)\alpha_2(i\omega)\,d\omega .
\end{equation}

\section{The triple-dipole coefficient}

The dipole coupling of two atoms is $\mathbf r_A\cdot T_{AB}\cdot\mathbf r_B$ with $T_{AB}=(1-3\hat{\mathbf u}\hat{\mathbf u})/R_{AB}^3$, where $\hat{\mathbf u}$ points along the pair. As $\langle0|V|0\rangle=0$, the third-order energy is
\begin{equation}
E_3=\sum_{k,l\ne0}\frac{V_{0k}V_{kl}V_{l0}}{(E_k-E_0)(E_l-E_0)} .
\end{equation}
The sign is positive because each of the two denominators changes sign when written as an excitation energy. The first and last couplings connect the ground state only to states with two atoms in $p$ levels. The middle coupling must turn one such excited pair into another, since a dipole operator cannot connect $p$ to $p$.

Let the three atoms use excitations $i,j,k$, and set $D_{12}=\omega_i+\omega_j$, $D_{23}=\omega_j+\omega_k$, $D_{31}=\omega_k+\omega_i$. The six orderings give
\begin{align}
2\left(\frac1{D_{12}D_{23}}+\frac1{D_{23}D_{31}}+\frac1{D_{31}D_{12}}\right)
&=\frac{2(D_{12}+D_{23}+D_{31})}{D_{12}D_{23}D_{31}}\nonumber\\
&=\frac{4(\omega_i+\omega_j+\omega_k)}{D_{12}D_{23}D_{31}} .
\end{align}
Summing over the three $p$ components of each atom produces $d_i^2d_j^2d_k^2\,\mathrm{Tr}(T_{12}T_{23}T_{31})$.

Let $\hat{\mathbf u},\hat{\mathbf v},\hat{\mathbf w}$ run around the triangle. Their scalar products are minus the cosines of the interior angles. With $c_s=\cos\theta_s$, the trace multiplied by $(R_{12}R_{23}R_{31})^3$ is
\begin{equation}
3-9+9(c_1^2+c_2^2+c_3^2)+27c_1c_2c_3 .
\end{equation}
The three vectors are coplanar, so their Gram determinant vanishes: $1-2c_1c_2c_3-(c_1^2+c_2^2+c_3^2)=0$. Eliminating the squares leaves $3(1+3c_1c_2c_3)$. Therefore
\begin{equation}
C_9=12\sum_{ijk}\frac{d_i^2d_j^2d_k^2(\omega_i+\omega_j+\omega_k)}{(\omega_i+\omega_j)(\omega_j+\omega_k)(\omega_k+\omega_i)} .
\label{eq:c9sum}
\end{equation}

For the frequency form, partial fractions in $a$ and $c$ give
\begin{align}
\int_0^\infty&\frac{d\omega}{(a^2+\omega^2)(b^2+\omega^2)(c^2+\omega^2)}
=\frac{I(a,b)-I(b,c)}{c^2-a^2}\nonumber\\
&=\frac{\pi}{2b(c^2-a^2)}\,\frac{c(b+c)-a(a+b)}{ac(a+b)(b+c)}\nonumber\\
&=\frac{\pi(a+b+c)}{2abc(a+b)(b+c)(c+a)},
\end{align}
because $c(b+c)-a(a+b)=(c-a)(a+b+c)$. Multiplying by $8abc$ and comparing with \eqref{eq:c9sum} yields
\begin{equation}
C_9=\frac3\pi\int_0^\infty\alpha_1(i\omega)^3\,d\omega .
\end{equation}
A direct third-order sum over the product states of three atoms, each with two dipole pseudostates, was tested against this result for an equilateral, a linear and a scalene triangle.

\section{Pseudostates worked by hand}

Let $A=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}-\frac1r+\frac12$ be the radial Hamiltonian measured from the ground-state energy $-\frac12$. Differentiating $r^pe^{-r}$ twice gives $[p(p-1)r^{p-2}-2pr^{p-1}+r^p]e^{-r}$, so
\begin{equation}
A\,r^pe^{-r}=\left\{(p-1)r^{p-1}+\tfrac12[l(l+1)-p(p-1)]r^{p-2}\right\}e^{-r}.
\end{equation}
The basis functions $r^{l+1}e^{-r}L_k^{(2l+2)}(2r)$ are orthogonal in $dr$. The first is proportional to the source $r^lu_{1s}=2r^{l+1}e^{-r}$. All integrals follow from $\int_0^\infty r^ne^{-2r}dr=n!/2^{n+1}$.

For $l=1$ take $f_0=r^2e^{-r}$ and $f_1=r^2(5-2r)e^{-r}$, with squared norms $3/4$ and $15/4$. The rule gives $Af_0=re^{-r}$ and $Af_1=(9r-4r^2)e^{-r}$. The integrals of $f_0Af_0$, $f_1Af_0$ and $f_1Af_1$ are $3/8$, $3/8$ and $27/8$. After normalization,
\begin{equation}
A_{l=1}=\begin{pmatrix}\frac12&\frac1{2\sqrt5}\\[2pt]\frac1{2\sqrt5}&\frac9{10}\end{pmatrix},\qquad
\lambda^2-\tfrac75\lambda+\tfrac25=0 .
\end{equation}
The eigenvalues are $\omega=0.4$ and $1$. The total strength is $\frac13\cdot4\cdot\frac34=1$. The strengths must add to 1 and have mean energy $A_{00}=\frac12$, so they are $5/6$ and $1/6$.

For $l=2$ take $r^3e^{-r}$ and $r^3(7-2r)e^{-r}$. The same steps give
\begin{equation}
A_{l=2}=\begin{pmatrix}\frac23&\frac2{3\sqrt7}\\[2pt]\frac2{3\sqrt7}&\frac{20}{21}\end{pmatrix},\qquad
\omega=\frac{17\mp\sqrt{37}}{21}=0.5199,\ 1.0992 .
\end{equation}
The total strength is $\frac15\cdot4\cdot\frac{45}8=\frac92$, and the mean energy $\frac23$ divides it into $3.3597$ and $1.1403$.

These few states already give the exact static response. Indeed
\begin{equation}
A\left(\frac{r^{l+1}}l+\frac{r^{l+2}}{l+1}\right)e^{-r}=r^{l+1}e^{-r}\qquad(l=1,2),
\end{equation}
so the exact static solution lies in the two-function space. Evaluating its overlap with the source gives $\alpha_1(0)=9/2$ and $\alpha_2(0)=15$. At nonzero frequency the two-function response is an approximation.

Inserting the four pairs of states into \eqref{eq:c8sum} gives
\begin{equation}
C_8^{(2)}=91.309+19.016+11.053+2.716=124.09 .
\end{equation}
The first term, for example, is $30(0.83333)(3.35969)/(0.4+0.51987)$. For $C_9$, group the terms of \eqref{eq:c9sum} by the number of atoms using the upper state:
\begin{equation}
C_9^{(2)}=16.276+4.783+0.510+0.021=21.59 .
\end{equation}

\section{Convergence and result}

With $N$ functions in each channel, the sums give:
\begin{center}
\begin{tabular}{rrrr}
$N$ & $C_6$ & $C_8$ & $C_9$\\
1 & 6.0000 & 115.714 & 18.0000\\
2 & 6.4821 & 124.093 & 21.5902\\
3 & 6.4984 & 124.387 & 21.6431\\
5 & 6.4990 & 124.399 & 21.6425\\
10 & 6.4990 & 124.399 & 21.6425
\end{tabular}
\end{center}
The row $N=1$ can be checked at once: $C_8=30(1)(9/2)/(1/2+2/3)=115.71$ and $C_9=12(3/2)=18$. Two functions bring both coefficients within 0.25\% of their converged values.

The second-order energy is the minimum of a variational functional. Enlarging the nested bases can only lower it, so $C_6$ and $C_8$ approach their limits from below. This argument does not apply to the third-order coefficient, and $C_9$ indeed overshoots slightly at $N=3$. The results are
\begin{align}
C_8&=124.4\ \text{a.u.}=20.82\ \mathrm{eV\,\AA^8},\\
C_9&=21.64\ \text{a.u.}=1.916\ \mathrm{eV\,\AA^9}.
\end{align}
Solving the radial response equation by finite differences with a step of 0.005 bohr, without pseudostates, gives 124.3992 and 21.6425. Doubling the step gives 124.3994 and 21.6426; the grid error falls as the square of the step and affects only the last digit shown.

\section{Size of the terms}

At $R=12$ bohr the pair terms are
\begin{equation}
-\frac{C_6}{R^6}=-2.177\times10^{-6},\qquad
-\frac{C_8}{R^8}=-2.893\times10^{-7}\ \text{hartree}.
\end{equation}
Their ratio, $C_8/(C_6R^2)=0.133$, falls as $R^{-2}$. It would reach 1 at $R=\sqrt{124.4/6.499}\approx4.4$ bohr, where keeping the first terms of the series has no justification and overlap cannot be neglected.

For an equilateral triangle of side 12 bohr, each cosine is $1/2$ and the angular factor is $1+3/8=11/8$. The triple-dipole energy is $+5.77\times10^{-9}$ hartree, a repulsion. For an equally spaced line with neighbours 12 bohr apart, the angles are $0,0,\pi$ and the factor is $-2$. The outer distance is 24 bohr, so the energy is $-2C_9/(12\cdot12\cdot24)^3=-1.05\times10^{-9}$ hartree, an attraction. The larger angular factor is outweighed by the factor $2^3$ from the longer side.

In the equilateral case, the three pairs contribute $-7.40\times10^{-6}$ hartree through $C_6$ and $C_8$, so the triple-dipole term is about 0.08\% of that in magnitude. It is the leading non-additive dispersion term, but it is smaller than the first omitted pair term: with $C_{10}\approx3286$ a.u., the three pairs add $-1.6\times10^{-7}$ hartree, about 28 times as much in magnitude. Exchange, which is not computed here, is also left out of this comparison. Retardation weakens the dipole pair energy by only 0.05\% at 12 bohr, but over three pairs this is $3.3\times10^{-9}$ hartree, more than half the triple-dipole term. At distances comparable with the speed of light divided by the excitation frequencies, a few hundred bohr, it gradually changes the power laws (the dipole pair energy is 15\% weaker at 340 bohr), and these coefficients no longer describe the energy by themselves.

\section*{Computed results}
\begin{verbatim}
Two-function pseudostates: energy (hartree), squared element (a.u.)
  dipole 1: 0.400000, 0.833333
  dipole 2: 1.000000, 0.166667
  quadrupole 1: 0.519868, 3.359693
  quadrupole 2: 1.099179, 1.140307
Two-function C8 contributions (a.u.), dipole state, quadrupole state
  1, 1: 91.309066
  1, 2: 19.015520
  2, 1: 11.052579
  2, 2: 2.716078
Two-function C9 contributions (a.u.), by number of upper states
  0: 16.276042
  1: 4.783163
  2: 0.510204
  3: 0.020833
Converged polarizabilities (a.u.): frequency, alpha1, alpha2
  0.0, 4.500000, 15.000000
  0.5, 1.905388, 8.469798
  1.0, 0.742441, 3.897303
  2.0, 0.224474, 1.290245
Basis convergence (a.u.): functions per channel, C6, C8, C9
   1, 6.000000, 115.71429, 18.000000
   2, 6.482143, 124.09324, 21.590242
   3, 6.498444, 124.38656, 21.643083
   5, 6.499025, 124.39904, 21.642470
  10, 6.499027, 124.39908, 21.642465
  20, 6.499027, 124.39908, 21.642465
  30, 6.499027, 124.39908, 21.642465
Frequency integrals C6, C8, C9 (a.u.): 6.49903, 124.39908, 21.64246
Radial-grid C6, C8, C9 (a.u.): 6.4990, 124.3992, 21.6425
C8 = 20.8150 eV angstrom^8
C9 = 1.9163 eV angstrom^9
Example nearest-neighbour distance = 12.0 bohr
One-pair C6 term = -2.176511e-06 hartree
One-pair C8 term = -2.893125e-07 hartree
C8-to-C6 term ratio = 0.13292 (dimensionless)
Equilateral angular factor = 1.3750 (dimensionless)
Equilateral triple-dipole term = 5.767375e-09 hartree
Linear angular factor = -2.0000 (dimensionless)
Linear triple-dipole term = -1.048614e-09 hartree
\end{verbatim}
